# Why a neutral boron-interstitial pair gives Fermi-dependent boron diffusion

**Q:** I have a model in which substitutional boron does not move. It migrates after joining a self-interstitial, and the mobile pair is neutral. A neutral object has no electrostatic energy that could depend on the Fermi level, so I conclude that boron diffusivity is the same in p-type, intrinsic and n-type material.

**A:** Which quantity do you take to be independent of the Fermi level: the rate at which an existing pair hops, or the rate at which boron spreads?

**Q:** Both. If the hopping is unaffected, the spreading should be too.

**A:** I will grant the first. Let the pair diffusivity $d$ be a constant. A boron atom, however, spends most of its time on a lattice site and advances while it is part of a pair. Its long-time diffusivity is therefore $d$ times the fraction of time spent paired. When pairs are rare, that fraction is close to

$$x=\frac{[\mathrm{BI}^0]}{[\mathrm{B}^-]},\qquad D\simeq d\,x .$$

Your conclusion needs $x$ to be independent of the Fermi level. What is the charge of the boron before it pairs?

**Q:** Minus one. It is an ionized acceptor.

**A:** And the pair has charge zero. With a neutral interstitial as partner, the balanced reaction is

$$\mathrm{B}^-+\mathrm{I}^0+h^+\rightleftharpoons(\mathrm{BI})^0 .$$

Pairing consumes a hole, or equivalently gives an electron to the crystal. That exchange costs an energy which depends on the Fermi level $E_F$.

**Q:** How does it enter the ratio quantitatively?

**A:** Assume local equilibrium between boron, interstitials and carriers. A defect of charge $q$ has handed $q$ electrons to the electron reservoir, each at energy $E_F$, so its free energy contains $+qE_F$. A pair also contains one interstitial atom, drawn from a supply with chemical potential $\mu_I$. Let $G_q$ and $G_s$ be the remaining free energies of a pair of charge $q$ and of substitutional boron, with the number of pair orientations included in $G_q$. Then

$$\frac{[\mathrm{BI}^q]}{[\mathrm{B}^-]}
=\exp\!\left[-\frac{(G_q+qE_F-\mu_I)-(G_s-E_F)}{kT}\right]
=\exp\!\left[-\frac{G_q-G_s-\mu_I+(q+1)E_F}{kT}\right].$$

Measure the Fermi level from its intrinsic position $E_i$ through

$$a=\exp\!\left(\frac{E_i-E_F}{kT}\right),\qquad E_F=E_i-kT\ln a .$$

Substitution turns $\exp[-(q+1)E_F/kT]$ into a constant times $a^{q+1}$. At fixed temperature and $\mu_I$,

$$\frac{[\mathrm{BI}^q]}{[\mathrm{B}^-]}=x_{i,q}\,a^{\,q+1},$$

where $x_{i,q}$ is the intrinsic value, at $a=1$. The exponent is the pair charge minus the substitutional charge, $q-(-1)$. For your neutral pair it is one:

$$x=x_i\,a,\qquad D=D_i\,a,\qquad D_i=d\,x_i .$$

**Q:** Then what is wrong with the rule that the concentration of a neutral defect does not depend on the Fermi level?

**A:** The rule holds when the chemical potentials of the neutral atoms are fixed. With $\mu_B$ for boron,

$$[\mathrm{BI}^0]\propto e^{(\mu_B+\mu_I)/kT},\qquad
[\mathrm{B}^-]\propto e^{(\mu_B+E_F)/kT}\propto \frac{e^{\mu_B/kT}}{a}.$$

The first expression is indeed free of $E_F$. But a diffusion experiment follows a given amount of boron, nearly all of it $\mathrm{B}^-$; it does not hold $\mu_B$ fixed while the Fermi level changes. Dividing the two expressions removes $\mu_B$ and leaves the factor $a$. Your rule describes the numerator, whereas the diffusivity needs the ratio.

**Q:** You inserted the term $qE_F$ by hand. Can I see the factor appear from charge conservation alone?

**A:** Take a closed cell with $h$ holes and $e$ electrons, and let the carriers be dilute in their bands. The number of ways to place the holes, with their Boltzmann factors, is proportional to $z^h/h!$, where $z$ is the number of valence states times the Boltzmann factor per hole. With the energy zero at $E_i$, $z$ is the intrinsic number of holes. Forming one neutral pair from $\mathrm{B}^-$ removes one unit of negative charge, so at fixed $e$ neutrality removes one hole. The carrier weight changes by

$$\frac{z^{h-1}/(h-1)!}{z^h/h!}=\frac{h}{z}=\frac{p}{n_i},$$

where $p$ is the hole concentration and $n_i$ the intrinsic concentration. For nondegenerate carriers this is $a$, because $p\propto e^{-E_F/kT}$ and $p=n_i$ at $E_F=E_i$.

A canonical sum over all carrier and pair numbers in such a cell tests this with neutrality as the only link between pairs and carriers. For net doping of $+3n_i$, zero and $-3n_i$, the neutral-pair ratio relative to its statistical weight is 3.303, 1.000 and 0.303. For a negative pair it is 1.000 in all three cases. For a positive pair it is 10.872, 0.999 and 0.092, in agreement with $a^2$ to within 1%. The p-type value lies slightly below $a^2=10.908$ mainly because the pairs in the cell, at a weight of $10^{-4}$, remove enough holes to lower $a$ a little. Enlarging the cell does not remove that shift; lowering the weight does.

**Q:** So the Fermi-independent case is the charged pair $\mathrm{BI}^-$, not the neutral one?

**A:** Yes, at fixed $\mu_I$. Going from $\mathrm{B}^-$ to $\mathrm{BI}^-$ exchanges no charge with the carriers. If several pair charges are mobile, their contributions add:

$$D=D^{(-)}+D^{(0)}a+D^{(+)}a^2,\qquad D^{(q)}=d_q\,x_{i,q}.$$

The superscripts label the charge of the pair.

**Q:** I can avoid the hole. Let boron capture a positive interstitial:

$$\mathrm{B}^-+\mathrm{I}^+\rightleftharpoons(\mathrm{BI})^0 .$$

The charges balance and no carrier appears.

**A:** No carrier appears in that line, but the concentration of $\mathrm{I}^+$ does. By the same free-energy argument, raising the interstitial charge by one multiplies its equilibrium concentration by $a$:

$$[\mathrm{I}^+]=\kappa\,[\mathrm{I}^0]\,a ,$$

where $\kappa$ is the ratio $[\mathrm{I}^+]/[\mathrm{I}^0]$ in intrinsic material. Mass action for your reaction, with constant $K$, gives

$$x=K[\mathrm{I}^+]=K\kappa[\mathrm{I}^0]\,a .$$

At fixed $\mu_I$ the neutral concentration $[\mathrm{I}^0]$ is fixed, so $x\propto a$ again. The hole was consumed earlier, when the interstitial became positive.

**Q:** Could the kinetics prefer one route and change the result?

**A:** Not the long-time diffusivity, provided the rates obey detailed balance. Suppose boron can first form an immobile $\mathrm{BI}^-$, with forward rate $f$ and dissociation rate $r$. This intermediate captures a hole at rate $ca$, and the neutral pair emits one at rate $g$. Balancing each step gives

$$x_-=\frac{f}{r},\qquad x_0=x_-\frac{ca}{g}=\frac{fc}{rg}\,a .$$

Now add the direct capture of $\mathrm{I}^+$, with forward rate $ka$ and backward rate $k_b$. Detailed balance requires $ka/k_b=x_0$, hence

$$k_b=\frac{ka}{x_0}=\frac{k\,rg}{fc}.$$

The factor $a$ cancels: the backward rate does not depend on the Fermi level, and the new route leaves the populations unchanged. Relative to a substitutional weight of one, the total weight is $1+x_-+x_0$, so

$$D=d\,\frac{x_0}{1+x_-+x_0}.$$

This gives the growth rate of the mean-square displacement once the populations have relaxed. A Gaussian, Fickian profile needs more: each boron atom must have paired and dissociated many times. When pairs are rare that takes far longer than the relaxation time, and how long does depend on the route. In a shorter anneal much of the boron has not yet moved, and the profile is a sharp peak with long tails.

**Q:** The denominator contains $x_0$, which depends on $a$. Is $D\propto a$ then only approximate?

**A:** It is the dilute-pair limit. Write $x_0=x_ia$ and divide by the intrinsic value:

$$\frac{D(a)}{D(1)}=a\,\frac{1+x_-+x_i}{1+x_-+x_ia}.$$

The result lies below $a$ for $a>1$ and above it for $a<1$. A lattice master equation with a deliberately noticeable pair fraction shows both signs: for $a=3.3028$ the ratio is 3.2728, and for $a=0.3028$ it is 0.3036. To the digits printed, the values are the same with and without the direct $\mathrm{I}^+$ route. If nearly all boron were in neutral pairs, $D$ would saturate at $d$ and the Fermi dependence would disappear, but then boron would no longer be mainly substitutional.

**Q:** How large is the effect for ordinary numbers?

**A:** Take a model semiconductor with round parameters: $T=1300$ K, $n_i=10^{19}$ cm⁻³, $d=10^{-9}$ cm²/s and $x_i=10^{-5}$. Then

$$D_i=10^{-9}\times10^{-5}=10^{-14}\ \text{cm}^2/\text{s}.$$

Follow a trace of labelled boron in a uniform background, so that the label does not alter the Fermi level. Let $C$ be the net acceptor concentration, negative for net donors. I assume full ionization, local neutrality and no pairing between boron and donors. Full ionization requires that screening and heavy doping have removed the bound acceptor level. If immobile neutral boron survives with $[\mathrm{B}^0]/[\mathrm{B}^-]=\beta a$, then $D/D_i=a(1+\beta)/(1+\beta a)$. An unscreened 45 meV level with degeneracy 4 and a band density of $2\times10^{20}$ cm⁻³ gives $\beta\approx0.3$, which at $a=3.30$ lowers the ratio to about 2.2. Neutrality is $p-n=C$, and nondegenerate carriers obey $pn=n_i^2$. Inserting $n=n_i^2/p$ and multiplying by $p$ gives

$$p^2-Cp-n_i^2=0,\qquad p=\frac C2+\sqrt{\frac{C^2}{4}+n_i^2}.$$

The positive root is required because $p>0$. For $C=+3n_i$ and $C=-3n_i$,

$$\frac{p}{n_i}=\sqrt{3.25}+1.5=3.303,\qquad
\frac{p}{n_i}=\sqrt{3.25}-1.5=0.303 .$$

With $kT=0.1120$ eV, the Fermi level is displaced by $kT\ln 3.303=0.134$ eV, downward in the p-type case and upward in the n-type case. Multiplying $D_i$ by $p/n_i$, and using $L=\sqrt{2Dt}$ for $t=3600$ s:

| Background | $D$ (cm²/s) | $L$ (nm) |
|---|---:|---:|
| p-type | $3.30\times10^{-14}$ | 154 |
| intrinsic | $1.00\times10^{-14}$ | 85 |
| n-type | $3.03\times10^{-15}$ | 47 |

Your original argument predicts 85 nm in every row. The p-type and n-type diffusivities differ by a factor of 10.9, although each individual pair hops equally fast in both.

**Q:** That was a uniform background. In a boron profile there is a built-in electric field. The neutral pair does not feel it, so at least the field correction must vanish.

**A:** Write down the flux and see. Let boron be the only dopant, so that $C$ is now its local concentration, and let $[\mathrm{I}^0]$ be uniform. Assume also that a pair travels a distance short compared with the profile width before it dissociates, so that pairing is in local equilibrium. What moves is the pair, and it moves down its own concentration gradient:

$$J=-d\,\nabla[\mathrm{BI}^0]=-d\,x_i\,\nabla\!\left(C\frac{p}{n_i}\right)
=-\frac{D_i}{n_i}\left(p\nabla C+C\nabla p\right).$$

The second term arises because $p$ varies along the profile. To express it through $\nabla C$, define $S=\sqrt{C^2+4n_i^2}$, so that $p=(C+S)/2$. Since $dS/dC=C/S$,

$$\frac{dp}{dC}=\frac12\left(1+\frac CS\right)=\frac{S+C}{2S}=\frac pS .$$

Therefore

$$J=-D_i\frac{p}{n_i}\,h\,\nabla C,\qquad
h=1+\frac{C}{\sqrt{C^2+4n_i^2}} .$$

For $C\ll n_i$, $h\to1$ and the diffusivity is $D_i$. For $C\gg n_i$, $p\to C$ and $h\to2$, so the chemical diffusivity approaches $2D_iC/n_i$ within the nondegenerate model. At $C=3n_i$,

$$h=1+\frac{3}{\sqrt{13}}=1.832,$$

and the chemical diffusivity is $1.832\times3.303\times10^{-14}=6.05\times10^{-14}$ cm²/s.

**Q:** But $h$ is the usual field enhancement for a charged dopant. How can a neutral carrier of boron produce it?

**A:** Compare with the drift-diffusion flux of a negative ion. Let $\phi$ be the electrostatic potential and $e$ the elementary charge. Holes in equilibrium obey $p\propto e^{-e\phi/kT}$, so the field is

$$\mathcal E=-\nabla\phi=\frac{kT}{e}\nabla\ln p .$$

An ion of charge $-e$ and diffusivity $D$ has mobility $eD/kT$ and drifts against the field. Its total flux is

$$J=-D\nabla C-\frac{eD}{kT}C\mathcal E=-D\left(\nabla C+C\nabla\ln p\right).$$

With $D=D_ip/n_i$ this becomes $-(D_i/n_i)(p\nabla C+C\nabla p)$, the flux found above. A numerical comparison at three points of a Gaussian boron profile confirms that the two fluxes agree. In the pair picture no force pushes the mobile species. The field enters through the hole concentration, which makes pairs more abundant where boron is more concentrated and so steepens their gradient.

**Q:** You keep replacing $a$ by $p/n_i$. At these concentrations the holes may be degenerate.

**A:** Then $a$ is the quantity to keep. The pair ratio was derived from the Fermi level, without Boltzmann statistics for the carriers. The replacement $a=p/n_i$ does need them. When valence states fill noticeably, exclusion makes it necessary to lower $E_F$ further to obtain a given $p$, so in p-type material $a$ exceeds $p/n_i$. In n-type material, where the valence states are emptier than in the intrinsic reference, $a$ lies slightly below $p/n_i$.

For two parabolic bands with an effective density of states of $2\times10^{20}$ cm⁻³ each, and the gap set to keep $n_i=10^{19}$ cm⁻³, Fermi-Dirac integrals give $p/n_i=3.295$ and $a=3.431$ at $C=3n_i$. Using $p/n_i$ would underestimate the diffusivity; $a$ is 4.1% larger, relative to $p/n_i$. This is a modest correction here, and it grows with filling. The expression for $h$ also used nondegenerate carriers and would need the corresponding change.

**Q:** Is there any situation in which my neutral pair does give Fermi-independent diffusion?

**A:** There is, and it depends on the interstitial supply. So far $[\mathrm{I}^0]$ was fixed, as it is when a surface or another reservoir holds the interstitial chemical potential constant. The total number of free interstitials then changes with doping:

$$I_{\rm tot}=[\mathrm{I}^0]+[\mathrm{I}^+]=[\mathrm{I}^0](1+\kappa a).$$

Suppose instead that $I_{\rm tot}$ is the same in every sample, with no exchange with a reservoir during the time considered, and that few of the interstitials are bound in pairs. Then $[\mathrm{I}^0]=I_{\rm tot}/(1+\kappa a)$. Since $D\propto[\mathrm{I}^0]\,a$, dividing by the value at $a=1$ gives

$$\frac{D}{D_i}=\frac{a(1+\kappa)}{1+\kappa a}.$$

If $\mathrm{I}^0$ dominates, so that $\kappa$ and $\kappa a$ are small, the ratio tends to $a$ as before. If $\mathrm{I}^+$ dominates at every doping considered, so that $\kappa$ and $\kappa a$ are both large, it tends to one.

**Q:** What does an intermediate case look like?

**A:** Take $\kappa=9$. In the p-type and n-type backgrounds,

$$\frac{D}{D_i}=\frac{10\times3.303}{1+9\times3.303}=1.075,\qquad
\frac{D}{D_i}=\frac{10\times0.303}{1+9\times0.303}=0.813 .$$

The factor of 10.9 between the two backgrounds has shrunk to about 1.3. With a reservoir, the interstitial total would have been 3.07 times its intrinsic value in the p-type sample and 0.37 times in the n-type sample. Holding the total fixed removes that change, and with it most of the doping dependence of $D$. These values need few interstitials bound in pairs. If the p-type background is itself boron at $3\times10^{19}$ cm⁻³ with $x_i=10^{-5}$, that requires $I_{\rm tot}\gg x_iC=3\times10^{14}$ cm⁻³. At $I_{\rm tot}=10^{14}$ cm⁻³ the background boron traps most of the supply, and the p-type ratio falls to about 0.25. With negligible binding, a canonical sum with a closed interstitial supply gives the same 1.075 and 0.813. For $\kappa=1000$ it gives 1.001 and 0.998, which is nearly your original claim.

**Q:** So in that limit I would be right, but for a different reason.

**A:** Yes. The reaction $\mathrm{B}^-+\mathrm{I}^+\rightleftharpoons(\mathrm{BI})^0$ exchanges no carrier, and in that limit the concentration of $\mathrm{I}^+$ itself is held fixed. Both facts are needed.

The argument extends to a supply dominated by interstitials of charge $s$. Their concentration is proportional to $[\mathrm{I}^0]a^s$, so fixing it makes $[\mathrm{I}^0]\propto a^{-s}$. For a mobile pair of charge $q$,

$$D\propto a^{\,q+1-s}.$$

The exponent counts the holes consumed when the pair is made from the species whose concentrations are held fixed.

**Q:** Then if I measure a boron diffusivity that does not change with doping, can I infer the charge of the pair?

**A:** Not from that measurement alone. Within this model, a zero exponent requires $q=s-1$. A negative pair with fixed $[\mathrm{I}^0]$ satisfies it, and so does a neutral pair with a fixed amount of dominant $\mathrm{I}^+$. You would also have to establish what controls the interstitials during the anneal. The doping must also be high enough to move the Fermi level appreciably: at $|C|=0.1\,n_i$ even the neutral pair changes $D$ by only about 5%. If the samples span a wide range of $a$, a reservoir fixes the interstitial chemical potential, pairs are dilute and local equilibrium holds, then a doping-independent diffusivity is evidence against the neutral pair as the main carrier of boron.

## Table of computed values

```
Canonical sum: pair ratio relative to its statistical weight
 pair charge -1: p-type 1.000, intrinsic 1.000, n-type 1.000
 pair charge +0: p-type 3.303, intrinsic 1.000, n-type 0.303
 pair charge +1: p-type 10.872, intrinsic 0.999, n-type 0.092
Canonical sum, fixed interstitial total: D/D_i
 kappa 0.01: p-type 3.228, n-type 0.305
 kappa 9: p-type 1.075, n-type 0.813
 kappa 1000: p-type 1.001, n-type 0.998
Master equation: D/D_i without and with the direct I+ route
 p/n_i 3.3028: 3.2728 and 3.2728
 p/n_i 0.3028: 0.3036 and 0.3036
T = 1300 K, kT = 0.11203 eV, n_i = 1.0e+19 cm^-3
Pair diffusivity 1.0e-09 cm^2/s, intrinsic pair ratio 1.0e-05
Intrinsic D_i = 1.000e-14 cm^2/s, anneal time 3600 s
p-type: net acceptors 3.0e+19 cm^-3, p = 3.3028e+19 cm^-3
  p/n_i = 3.3028, E_i - E_F = 0.1338 eV
  pair ratio 3.303e-05, D = 3.303e-14 cm^2/s
  diffusion length sqrt(2Dt) = 154.2 nm
intrinsic: net acceptors 0.0e+00 cm^-3, p = 1.0000e+19 cm^-3
  p/n_i = 1.0000, E_i - E_F = 0.0000 eV
  pair ratio 1.000e-05, D = 1.000e-14 cm^2/s
  diffusion length sqrt(2Dt) = 84.9 nm
n-type: net acceptors -3.0e+19 cm^-3, p = 3.0278e+18 cm^-3
  p/n_i = 0.3028, E_i - E_F = -0.1338 eV
  pair ratio 3.028e-06, D = 3.028e-15 cm^2/s
  diffusion length sqrt(2Dt) = 46.7 nm
D(p-type)/D(n-type) = 10.91
Own gradient at C = 3.0e+19 cm^-3: h = 1.8321
  chemical diffusivity 6.051e-14 cm^2/s
Fermi-Dirac, band density 2.0e+20 cm^-3, p-type case:
  p/n_i = 3.2951, D/D_i = a = 3.4311
  a exceeds p/n_i by 4.13 %
Interstitials with kappa = [I+]/[I0] = 9 at p = n_i:
  p-type, reservoir: total/intrinsic total = 3.0725
  p-type, fixed total: D/D_i = 1.0749, D = 1.075e-14 cm^2/s
  n-type, reservoir: total/intrinsic total = 0.3725
  n-type, fixed total: D/D_i = 0.8128, D = 8.128e-15 cm^2/s
```
